# Why the Møller velocity of two beams can reach 2c

**Q:** I am computing a cross section for two massless beams that meet head-on. The formula divides by a flux velocity. I have set it to \(c\), because a relative velocity cannot exceed \(c\). Is anything wrong with that?

**A:** Test it by counting. Take two bunches with \(N_1\) and \(N_2\) particles, moving at speed \(c\) along \(+z\) and \(-z\), both spread evenly over the same transverse area \(A\). They start apart and pass completely through each other. I set \(\hbar=c=1\), so velocities are in units of \(c\), and I assume that collisions are too rare to deplete the bunches. How many events do you expect?

**Q:** Each particle passes every particle of the other bunch once. A given pair collides with probability \(\sigma/A\), so the expected number is \(N_1N_2\sigma/A\).

**A:** Now obtain the same number from the densities. The events per volume and time are \(\sigma v\,n_1n_2\), with \(v\) the coefficient in question. Write

\[
n_1=\frac{N_1}{A}f(z-t),\qquad n_2=\frac{N_2}{A}g(z+t),\qquad \int f\,dx=\int g\,dy=1 .
\]

With \(x=z-t\) and \(y=z+t\), the Jacobian of \((x,y)\) with respect to \((z,t)\) is \(1\cdot1-(-1)\cdot1=2\), so \(dz\,dt=dx\,dy/2\). The transverse integral gives a factor \(A\):

\[
\int n_1n_2\,dV\,dt=A\,\frac{N_1N_2}{A^2}\cdot\frac12=\frac{N_1N_2}{2A}.
\]

The count \(N_1N_2\sigma/A\) therefore requires \(v=2\). For \(N_1=N_2=10^{10}\) and \(A=10^{-6}\ \mathrm{cm^2}\), there are \(10^{26}\ \mathrm{cm^{-2}}\) pairs per area, but the overlap integral is \(5\times10^{25}\ \mathrm{cm^{-2}}\). Your choice \(v=1\) loses half the events.

**Q:** Then what is moving at \(2c\)?

**A:** Nothing. In one frame, the gap between two particles on a direct collision course shrinks at the rate \(|\mathbf v_1-\mathbf v_2|\), here 2. That is a difference of two velocities measured in the same frame. Relativity limits the speed of an object in an inertial frame, which is a different quantity.

**Q:** I had in mind the speed of one particle as seen from the other.

**A:** Call that \(v_{\rm rel}\), and let particle 2 have mass \(m_2>0\), so that it has a rest frame. With metric \((+,-,-,-)\), \(p_2=(m_2,\mathbf 0)\) in that frame, so \(p_1\cdot p_2=E_1'm_2\). Since \(|\mathbf p_1'|^2=E_1'^2-m_1^2\),

\[
v_{\rm rel}=\frac{|\mathbf p_1'|}{E_1'}=\sqrt{1-\frac{m_1^2}{E_1'^2}}
=\sqrt{1-\frac{m_1^2m_2^2}{(p_1\cdot p_2)^2}}\le 1 .
\]

It is invariant and symmetric in the two particles. Your bound is right for this quantity.

**Q:** How is it related to the coefficient in the event rate?

**A:** In the rest frame of 2, the cross section is defined by the rate \(\sigma v_{\rm rel}n_1'n_2'\) per volume and time. The number of events in a region of spacetime is a count, and \(d^4x\) is invariant, so this rate has the same value in every frame. The densities do change. Each beam has a four-current \(j=(n,n\mathbf v)\), and the boost to the rest frame of 2, with \(\gamma_2=1/\sqrt{1-v_2^2}\), gives

\[
n_1'=\gamma_2(n_1-\mathbf v_2\cdot n_1\mathbf v_1)=\gamma_2n_1(1-\mathbf v_1\cdot\mathbf v_2),
\]
\[
n_2'=\gamma_2n_2(1-v_2^2)=n_2/\gamma_2 .
\]

The factors \(\gamma_2\) cancel in the product. The rate in the original frame is \(\sigma v_Mn_1n_2\), with

\[
v_M=v_{\rm rel}(1-\mathbf v_1\cdot\mathbf v_2)=v_{\rm rel}\,\frac{p_1\cdot p_2}{E_1E_2}.
\]

The last step uses \(p_i=E_i(1,\mathbf v_i)\). This \(v_M\) is the Møller velocity. It is a rate coefficient and depends on the frame.

For two particles at \(0.6c\), head-on, \(v_M=1.2\) and the factor is \(1+0.36=1.36\). Hence \(v_{\rm rel}=1.2/1.36=0.882\). Even massive particles can have \(v_M>1\).

**Q:** But two massless particles have no rest frame at all.

**A:** For them, define \(\sigma\) in a frame where they meet head-on, by the bunch count: the rate is \(2\sigma n_1n_2\). In that frame

\[
j_1\cdot j_2=n_1n_2(1-\mathbf v_1\cdot\mathbf v_2)=2n_1n_2 ,
\]

so the rate is \(\sigma\,j_1\cdot j_2\), which is invariant. In any other frame \(v_M=1-\mathbf v_1\cdot\mathbf v_2\), in agreement with the general formula at \(v_{\rm rel}=1\). A head-on frame exists whenever \(p_1\cdot p_2>0\): the centre-of-mass frame is one, and any boost along the beam axis gives another. For parallel massless beams \(p_1\cdot p_2=0\) and \(v_{\rm rel}\) is undefined, but the beams never meet and \(v_M=0\).

**Q:** In your examples \(v_M\) equals \(|\mathbf v_1-\mathbf v_2|\). Can I use that in general?

**A:** Not for crossed beams. Insert \(v_{\rm rel}\) into \(v_M\):

\[
v_M=\frac{\sqrt{(p_1\cdot p_2)^2-m_1^2m_2^2}}{E_1E_2}.
\]

Using \(m_i^2/E_i^2=1-v_i^2\), the square is

\[
\begin{aligned}
v_M^2&=(1-\mathbf v_1\cdot\mathbf v_2)^2-(1-v_1^2)(1-v_2^2)\\
&=-2\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf v_2)^2+v_1^2+v_2^2-v_1^2v_2^2\\
&=(\mathbf v_1-\mathbf v_2)^2-(\mathbf v_1\times\mathbf v_2)^2 ,
\end{aligned}
\]

because \((\mathbf v_1\times\mathbf v_2)^2=v_1^2v_2^2-(\mathbf v_1\cdot\mathbf v_2)^2\). It follows that

\[
v_M\le|\mathbf v_1-\mathbf v_2|\le v_1+v_2\le2 .
\]

Reaching 2 requires opposite directions and both speeds equal to 1. Head-on massless beams satisfy this, and no other pair does.

**Q:** What does the cross product mean physically?

**A:** For a classical hard-sphere target with a rest frame, it is the Lorentz contraction of the target. Let particle 2 be a sphere of radius \(R\) at rest, so \(\sigma=\pi R^2\), and let particle 1 be a point. In the lab the target is shortened along \(\mathbf v_2\) by \(1/\gamma_2\). Relative to it, the points move with \(\mathbf u=\mathbf v_1-\mathbf v_2\), and the hit rate is \(n_1\) times the volume swept per time.

To find that volume, stretch all lengths along \(\mathbf v_2\) by \(\gamma_2\). The target becomes a sphere, \(\mathbf u\) becomes a vector of length \(\sqrt{u_\perp^2+\gamma_2^2u_\parallel^2}\), and volumes grow by \(\gamma_2\). Dividing that factor out again, the swept volume per time is

\[
\frac{\pi R^2}{\gamma_2}\sqrt{u_\perp^2+\gamma_2^2u_\parallel^2}
=\pi R^2\sqrt{u_\parallel^2+u_\perp^2(1-v_2^2)}
=\pi R^2\sqrt{u^2-(\mathbf v_1\times\mathbf v_2)^2}.
\]

The last step uses \(u_\perp v_2=|\mathbf u\times\mathbf v_2|=|\mathbf v_1\times\mathbf v_2|\).

For light crossing the path of a \(0.8c\) target at right angles, \(|\mathbf v_1-\mathbf v_2|=1.281\) but \(v_M=1\). A simulation that counts random points entering the contracted sphere gives \(0.999\pm0.002\). Of the four cases simulated, the largest deviation from \(v_M\) is 2.4 standard errors, for the two particles at \(0.6c\).

**Q:** Is \(v_M\) at least always the larger of the two velocities?

**A:** No. The factor \(1-\mathbf v_1\cdot\mathbf v_2\) is below 1 when the beams move partly in the same direction. If a \(0.9c\) beam chases a \(0.6c\) beam, the factor is \(0.46\), \(v_M=0.3\) and \(v_{\rm rel}=0.3/0.46=0.652\).

**Q:** Where does this enter a QED calculation?

**A:** Put one particle of each kind in a volume \(V\) for a time \(T\). Each external particle contributes \(1/\sqrt{2EV}\) to the transition amplitude. The squared momentum delta function gives \((2\pi)^4\delta^4\,VT\), and each final particle has \(V\,d^3p/(2\pi)^3\) states. The final factors of \(V\) cancel, and the transition rate is

\[
\frac{1}{V}\,\frac{1}{4E_1E_2}\int|\mathcal M|^2d\Phi,
\qquad
d\Phi=(2\pi)^4\delta^4(p_1+p_2-\textstyle\sum p_f)\prod_f\frac{d^3p_f}{(2\pi)^32E_f}.
\]

With \(n_1=n_2=1/V\), the same rate is \(\sigma v_Mn_1n_2V=\sigma v_M/V\). Therefore

\[
\sigma=\frac{1}{4E_1E_2v_M}\int|\mathcal M|^2d\Phi .
\]

The integral is invariant, and so is \(E_1E_2v_M=\sqrt{(p_1\cdot p_2)^2-m_1^2m_2^2}\). Replacing \(v_M\) by 1 or by \(v_{\rm rel}\) spoils the invariance of \(\sigma\).

**Q:** Can we see that in a real process?

**A:** Take unpolarised \(e^-(p_1)\,e^+(p_2)\to\mu^-(p_3)\,\mu^+(p_4)\) at tree level, with all masses neglected. One photon is exchanged, with squared momentum \(s=(p_1+p_2)^2\), and \(e^2=4\pi\alpha\). Averaging over initial spins and summing over final ones,

\[
\overline{|\mathcal M|^2}=\frac{e^4}{4s^2}\,
\mathrm{Tr}[\not p_2\gamma^\mu\not p_1\gamma^\nu]\,
\mathrm{Tr}[\not p_3\gamma_\mu\not p_4\gamma_\nu].
\]

The first trace is \(4(p_2^\mu p_1^\nu+p_2^\nu p_1^\mu-g^{\mu\nu}p_1\cdot p_2)\), and the second has the same form. In the contraction, the terms with \((p_1\cdot p_2)(p_3\cdot p_4)\) have coefficients \(-2-2+4=0\). What remains is

\[
32[(p_1\cdot p_4)(p_2\cdot p_3)+(p_1\cdot p_3)(p_2\cdot p_4)]=8(u^2+t^2),
\]

where \(t=-2p_1\cdot p_3=-2p_2\cdot p_4\) and \(u=-2p_1\cdot p_4=-2p_2\cdot p_3\). So \(\overline{|\mathcal M|^2}=2e^4(t^2+u^2)/s^2\).

In the centre-of-mass frame, with \(\theta\) the angle between \(\mathbf p_1\) and \(\mathbf p_3\), \(t=-\tfrac s2(1-\cos\theta)\) and \(u=-\tfrac s2(1+\cos\theta)\), which gives \(\overline{|\mathcal M|^2}=e^4(1+\cos^2\theta)\). The momentum delta function removes \(\mathbf p_4\), and with \(E_3=E_4=p\),

\[
d\Phi=\frac{1}{4\pi^2}\,\frac{p^2dp\,d\Omega}{4p^2}\,\delta(\sqrt s-2p)\;\to\;\frac{d\Omega}{32\pi^2}.
\]

Since \(\int(1+\cos^2\theta)\,d\Omega=2\pi(2+\tfrac23)=16\pi/3\), the integral is \(e^4/(6\pi)=8\pi\alpha^2/3\). For massless beams \(4E_1E_2v_M=4p_1\cdot p_2=2s\), so

\[
\sigma=\frac{1}{2s}\cdot\frac{8\pi\alpha^2}{3}=\frac{4\pi\alpha^2}{3s}.
\]

At \(s=144\ \mathrm{GeV^2}\), with \(\alpha=0.00729735\) and \(1\ \mathrm{GeV^{-2}}=389379\ \mathrm{nb}\), this is \(0.603\ \mathrm{nb}\), or \(6.03\times10^{-34}\ \mathrm{cm^2}\). This is the tree-level value only. The electron and muon masses do not change these digits, but higher orders do: vacuum polarisation by lepton loops alone raises it by between 4 and 5 per cent at this energy.

**Q:** And in other frames?

**A:** For massless beams at an angle \(\chi\), \(s=2E_1E_2(1-\cos\chi)\). Three arrangements have \(s=144\ \mathrm{GeV^2}\), so they are one collision seen from three frames. The phase-space integral was done numerically in each frame separately, and then divided by three candidate velocities:

| Beams | \(v_M\) | \(\sigma\) with \(v_M\) (nb) | with \(c\) (nb) | with \(\lvert\mathbf v_1-\mathbf v_2\rvert\) (nb) |
|---|---|---|---|---|
| 6 on 6 GeV, head-on | 2 | 0.603 | 1.206 | 0.603 |
| 9 on 4 GeV, head-on | 2 | 0.603 | 1.206 | 0.603 |
| 9 on 8 GeV, right angle | 1 | 0.603 | 0.603 | 0.426 |

The first choice gives one cross section. The other two give values that depend on the frame. Here \(v_{\rm rel}=1\) throughout, so the column for \(c\) also shows what \(v_{\rm rel}\) would do.

**Q:** Suppose I use \(c\) in the cross section and \(c\) again in the event rate. Don't the errors cancel?

**A:** In one frame they do, because the amplitude fixes the product \(\sigma v_M\). The error appears when the two parts are separated. Your head-on value of \(1.206\ \mathrm{nb}\), used for the right-angle beams where \(v_M=1\), predicts twice the true rate. Conversely, the correct \(\sigma\) with \(v=c\) in the bunch example gives \(3.0\times10^{-8}\) events per crossing instead of \(6.0\times10^{-8}\).

**Q:** Real electrons have mass, so their \(v_M\) must stay below 2.

**A:** Yes, but only slightly. For a 6 GeV electron beam on a 6 GeV positron beam, \(v_M=2\sqrt{1-m_e^2/E^2}\), which falls short of 2 by \(7.3\times10^{-9}\). The flux velocity to use there is \(2c\) to very good accuracy, while each particle moves slower than light in every inertial frame.

## Numbers as computed

```
Velocities in units of c
0.6c on 0.6c, head-on:
  |v1-v2| = 1.2000, v_M = 1.2000
  v_rel = 0.8824, p1.p2/(E1E2) = 1.3600
  v_M from counted hits = 1.1956 +- 0.0019
light on 0.6c, head-on:
  |v1-v2| = 1.6000, v_M = 1.6000
  v_rel = 1.0000, p1.p2/(E1E2) = 1.6000
  v_M from counted hits = 1.5985 +- 0.0022
light on 0.8c, right angle:
  |v1-v2| = 1.2806, v_M = 1.0000
  v_rel = 1.0000, p1.p2/(E1E2) = 1.0000
  v_M from counted hits = 0.9992 +- 0.0021
0.9c chasing 0.6c:
  |v1-v2| = 0.3000, v_M = 0.3000
  v_rel = 0.6522, p1.p2/(E1E2) = 0.4600
  v_M from counted hits = 0.2995 +- 0.0009
alpha = 0.00729735; 1 GeV^-2 = 389379.4 nb
Frame A: 6 on 6 GeV, head-on:
  s = 144.0 GeV^2, E1E2v_M = 72.0 GeV^2
  v_M = 2.0000 c, v_rel = 1.0000 c
  sigma with v_M = 0.60316 nb
  sigma with c in place of v_M = 1.20631 nb
  sigma with |v1-v2| = 0.60316 nb
Frame B: 9 on 4 GeV, head-on:
  s = 144.0 GeV^2, E1E2v_M = 72.0 GeV^2
  v_M = 2.0000 c, v_rel = 1.0000 c
  sigma with v_M = 0.60316 nb
  sigma with c in place of v_M = 1.20631 nb
  sigma with |v1-v2| = 0.60316 nb
Frame C: 9 on 8 GeV, right angle:
  s = 144.0 GeV^2, E1E2v_M = 72.0 GeV^2
  v_M = 1.0000 c, v_rel = 1.0000 c
  sigma with v_M = 0.60316 nb
  sigma with c in place of v_M = 0.60316 nb
  sigma with |v1-v2| = 0.42650 nb
Bunches: N1 = N2 = 1.0e+10, area = 1.0e-06 cm^2
  rms lengths = 1.0 and 0.6 cm
  N1 N2/area = 1.0000e+26 cm^-2
  overlap integral = 5.0000e+25 cm^-2
  velocity needed for the count = 2.000000 c
  sigma = 6.0316e-34 cm^2
  events per crossing, v_M: 6.0316e-08
  events per crossing, c instead: 3.0158e-08
6 GeV e- on 6 GeV e+: 2 - v_M/c = 7.253e-09
```
